\section*{The Cardoso–Souloumiac Rotation Angle and the Two-Orbital Boys Localization Step, part 2}

Hermitian matrices $M_1,\dots,M_K$ in an orthonormal basis generally cannot all be made diagonal at once. Approximate joint diagonalization reduces
\begin{equation}
\mathrm{off}=\sum_{k=1}^{K}\sum_{i\neq j}\bigl|(M_k)_{ij}\bigr|^2
\label{eq:off}
\end{equation}
by rotating two basis vectors at a time:
\begin{equation}
|p'\rangle=c\,|p\rangle+s\,|q\rangle,\qquad
|q'\rangle=-s^*|p\rangle+c\,|q\rangle,\qquad
c\ge 0,\quad c^2+|s|^2=1,
\label{eq:rot}
\end{equation}
with $c$ real and $s$ complex. Primes mark quantities after the rotation. For each matrix, with $m_{ij}=(M_k)_{ij}$, let $d_k=m_{pp}-m_{qq}$ and $\mathbf h_k=(d_k,\,2\,\mathrm{Re}\,m_{pq},\,2\,\mathrm{Im}\,m_{pq})$; the index $k$ is often suppressed. Define
\begin{equation}
G=\sum_{k=1}^{K}\mathbf h_k\mathbf h_k^{T}.
\label{eq:G}
\end{equation}
Each rotation corresponds to a unit vector $\mathbf n$:
\begin{equation}
d'=\mathbf n\cdot\mathbf h,\qquad
\mathbf n=\bigl(c^2-|s|^2,\;2c\,\mathrm{Re}\,s,\;-2c\,\mathrm{Im}\,s\bigr).
\label{eq:proj}
\end{equation}
Hence $\sum_kd_k'^2=\mathbf n^TG\,\mathbf n$, which equals $G_{11}$ before the rotation, and
\begin{equation}
\mathrm{off}'=\mathrm{off}-\frac12\sum_k\bigl(d_k'^2-d_k^2\bigr).
\label{eq:change2}
\end{equation}
The optimal $\mathbf n$ is a unit eigenvector of $G$ for its largest eigenvalue $\lambda$, with its sign chosen so that $n_1\ge0$. It gives
\begin{equation}
c=\sqrt{\frac{1+n_1}{2}},\qquad
s=\frac{n_2-i\,n_3}{\sqrt{2(1+n_1)}}
\label{eq:cs}
\end{equation}
With $\lambda_2,\lambda_3$ the other eigenvalues of $G$, the off-diagonal part left in the pair at the optimum is
\begin{equation}
2\sum_k|m'_{pq}|^2=\frac{\mathrm{tr}\,G-\lambda}{2}=\frac{\lambda_2+\lambda_3}{2}.
\label{eq:rest}
\end{equation}
It vanishes exactly when the $2\times2$ blocks of the pair commute.

The formula, which also extends to general complex matrices, was tested against direct numerical minimization of off on random sets of four $5\times5$ matrices; the differences open the list of computed values at the end. What follows treats real symmetric matrices and Boys localization.

\subsection{The real angle}

Let all $M_k$ be real and symmetric. Then $\mathrm{Im}\,m_{pq}=0$, and the third row and column of $G$ vanish. If $G\neq0$, then $\lambda>0$, and the third component of $G\mathbf n=\lambda\mathbf n$ reads $0=\lambda n_3$. Hence $n_3=0$ and $s$ is real: complex rotations of the pair offer no improvement over real ones. If $G=0$, every $m_{pq}$ and every difference $d_k$ vanishes, no rotation of the pair changes off, and none is needed.

Set $c=\cos\theta$ and $s=\sin\theta$. From \eqref{eq:proj}, $\mathbf n=(\cos2\theta,\sin2\theta,0)$, and
\begin{align}
\mathbf n^TG\mathbf n
&=G_{11}\cos^22\theta+2G_{12}\sin2\theta\cos2\theta+G_{22}\sin^22\theta\nonumber\\
&=\frac{G_{11}+G_{22}}2+\frac{G_{11}-G_{22}}2\cos4\theta+G_{12}\sin4\theta ,
\label{eq:fourtheta}
\end{align}
by the double-angle formulas. The last two terms are the scalar product of $(\cos4\theta,\sin4\theta)$ with the vector $\bigl(\frac12(G_{11}-G_{22}),G_{12}\bigr)$. It is largest when the two are parallel:
\begin{equation}
4\theta=\mathrm{atan2}\bigl(2G_{12},\,G_{11}-G_{22}\bigr),
\label{eq:realangle}
\end{equation}
where $\mathrm{atan2}(Y,X)$ is the angle in $(-\pi,\pi]$ whose sine and cosine are proportional to $Y$ and $X$ with a positive common factor. Hence $-\pi/4<\theta\le\pi/4$, in agreement with $n_1=\cos2\theta\ge0$. The maximum of \eqref{eq:fourtheta} is the larger eigenvalue,
\begin{equation}
\lambda=\frac{G_{11}+G_{22}}2+\sqrt{\Bigl(\frac{G_{11}-G_{22}}2\Bigr)^2+G_{12}^2}.
\label{eq:lambda}
\end{equation}
The period in $\theta$ is $\pi/2$ because a quarter turn exchanges the two vectors, up to a sign.

\subsection{The Boys functional}

Take $N$ real orthonormal orbitals $\phi_i$ and write $\mathbf r_{ij}=\langle\phi_i|\mathbf r|\phi_j\rangle$. Boys localization minimizes the total spread
\begin{equation}
\Omega=\sum_{i=1}^N\Bigl(\langle\phi_i|r^2|\phi_i\rangle-|\mathbf r_{ii}|^2\Bigr)
\label{eq:spread}
\end{equation}
over orthogonal transformations of the orbitals among themselves. If these are the occupied orbitals of a closed-shell determinant, such a transformation multiplies the determinant by the same factor $\pm1$ once for each spin. The product of the two factors is $1$, so the state is unaffected.

The first term of \eqref{eq:spread} is the trace of $r^2$ in the space of the orbitals and is invariant. Minimizing $\Omega$ therefore means maximizing
\begin{equation}
L=\sum_{i=1}^N|\mathbf r_{ii}|^2 .
\label{eq:L}
\end{equation}
Now let the $M_k$ be the matrices of the Cartesian components of $\mathbf r$ in these orbitals. The sum of all their squared elements is also invariant, and it splits into diagonal and off-diagonal parts:
\begin{equation}
L+\mathrm{off}=\sum_{i,j}|\mathbf r_{ij}|^2=\text{constant}.
\label{eq:Loff}
\end{equation}
Boys localization is thus approximate joint diagonalization of the projected position matrices. The multiplication operators $x$, $y$, $z$ commute, but their projections on a finite set of orbitals need not.

The identity can be put in terms of the spread. Insert $P+(1-P)$ between the two factors of $\mathbf r\cdot\mathbf r$, where $P$ projects on the $N$ orbitals. The part with $P$ gives $\sum_{ij}|\mathbf r_{ij}|^2$, so that
\begin{equation}
\Omega=\sum_i\langle\phi_i|\mathbf r\cdot(1-P)\mathbf r|\phi_i\rangle+\mathrm{off}.
\end{equation}
The first term is a trace, fixed by the space and not by the choice of orbitals in it. The second is what localization can reduce.

\subsection{The two-orbital step}

For the pair $p,q$ define
\begin{equation}
A=|\mathbf r_{pq}|^2-\tfrac14|\mathbf r_{pp}-\mathbf r_{qq}|^2,\qquad
B=(\mathbf r_{pp}-\mathbf r_{qq})\cdot\mathbf r_{pq}.
\label{eq:AB}
\end{equation}
Summing over Cartesian components in \eqref{eq:G} gives
\begin{equation}
G_{11}=|\mathbf r_{pp}-\mathbf r_{qq}|^2,\qquad G_{12}=2B,\qquad G_{22}=4|\mathbf r_{pq}|^2,
\end{equation}
and therefore $G_{22}-G_{11}=4A$. Equation \eqref{eq:realangle} becomes $4\theta=\mathrm{atan2}(4B,-4A)$. A positive common factor does not change the angle, so
\begin{equation}
4\theta=\mathrm{atan2}(B,-A),
\label{eq:boysangle}
\end{equation}
or, when $A$ and $B$ are not both zero, $\cos4\theta=-A/\sqrt{A^2+B^2}$ and $\sin4\theta=B/\sqrt{A^2+B^2}$. This is the angle of the Boys step. To see it from the functional itself, note that by \eqref{eq:Loff} the increase of $L$ equals the decrease of off. Equations \eqref{eq:change2} and \eqref{eq:fourtheta} then give
\begin{align}
L(\theta)-L(0)&=\frac12\bigl(\mathbf n^TG\mathbf n-G_{11}\bigr)\nonumber\\
&=\frac12\Bigl(\frac{G_{22}-G_{11}}2-2A\cos4\theta+2B\sin4\theta\Bigr)\nonumber\\
&=A-A\cos4\theta+B\sin4\theta .
\label{eq:Ltheta}
\end{align}
Its maximum lies at \eqref{eq:boysangle}, where the gain is
\begin{equation}
L_{\max}-L(0)=A+\sqrt{A^2+B^2}\ge0 .
\label{eq:boysgain}
\end{equation}

The derivatives at $\theta=0$ are $L'(0)=4B$ and $L''(0)=16A$. They separate the special cases. If $B=0$ and $A<0$, the pair is already at its maximum. If $B=0$ and $A>0$, the pair is stationary but at a minimum of $L$; the optimal angle is $\pm\pi/4$ and the gain is $2A$. A method that looks only at the gradient would stop here, and the condition $\tan4\theta=-B/A$ alone would not tell the maximum from the minimum. The eigenproblem does. If $A=B=0$, $L$ does not depend on $\theta$, and the real angle is undetermined.

\subsection{A worked pair}

Take an isotropic two-dimensional oscillator of mass $m$ and frequency $\omega$, with lengths in units of $\ell=\sqrt{\hbar/m\omega}$. Its three lowest functions are
\begin{equation}
\chi_s=\pi^{-1/2}e^{-(x^2+y^2)/2},\qquad
\chi_x=\sqrt2\,x\,\chi_s,\qquad
\chi_y=\sqrt2\,y\,\chi_s .
\end{equation}
Since $\langle\chi_s|x^2|\chi_s\rangle=\frac12$, one has $\langle\chi_s|x|\chi_x\rangle=\sqrt2\cdot\frac12=1/\sqrt2$, and likewise for $y$. By parity the other independent elements vanish. For orbitals $\phi_i=u_i\chi_s+a_i\chi_x+b_i\chi_y$ this gives
\begin{equation}
x_{ij}=\frac{u_ia_j+a_iu_j}{\sqrt2},\qquad
y_{ij}=\frac{u_ib_j+b_iu_j}{\sqrt2}.
\label{eq:xij}
\end{equation}
Start from orthonormal orbitals with coefficients $(u,a,b)$ equal to $(2,1,2)/3$, $(-2,2,1)/3$ and $(1,2,-2)/3$, and rotate the pair $(1,3)$. From \eqref{eq:xij},
\begin{align}
x_{11}&=x_{33}=\frac{4}{9\sqrt2}=0.3143, & x_{13}&=\frac{5}{9\sqrt2}=0.3928,\\
y_{11}&=\frac{8}{9\sqrt2}=0.6285,\quad y_{33}=-\frac{4}{9\sqrt2}=-0.3143, & y_{13}&=-\frac{2}{9\sqrt2}=-0.1571 .
\end{align}
The diagonal differences are $0$ for $x$ and $12/(9\sqrt2)$ for $y$. With $(9\sqrt2)^2=162$,
\begin{align}
G_{11}&=\frac{12^2}{162}=0.8889,\qquad
G_{12}=\frac{2\cdot12\cdot(-2)}{162}=-0.2963,\\
G_{22}&=\frac{4(5^2+2^2)}{162}=0.7160 .
\end{align}
Equation \eqref{eq:lambda} gives $\lambda=(130+\sqrt{14^2+48^2})/162=180/162=1.1111$. The eigenvector is $(n_1,n_2)=(0.8,-0.6)$. From \eqref{eq:cs},
\begin{equation}
c=\sqrt{0.9}=0.9487,\qquad s=\frac{-0.6}{2\times0.9487}=-0.3162,\qquad \theta=-18.43^\circ .
\end{equation}
The Boys quantities are $A=(29-36)/162=-0.0432$ and $B=-24/162=-0.1481$, and $\frac14\mathrm{atan2}(B,-A)$ is again $-18.43^\circ$. A direct search for the least spread gives the same angle. The gain \eqref{eq:boysgain} is $(-7+25)/162=0.1111$, which takes $L$ from $1.1852$ to $1.2963\,\ell^2$ and the spread from $3.8148$ to $3.7037\,\ell^2$. By \eqref{eq:rest} the pair keeps an off-diagonal part of $0.2469\,\ell^2$: its two blocks do not commute.

The stationary case appears for the pair $\chi_s,\chi_x$. Both centroids are at the origin, so $B=0$ and $A=\frac12$. The step is $|\theta|=45^\circ$ and raises $L$ from $0$ to $1\,\ell^2$. It forms the two hybrids $(\chi_s\pm\chi_x)/\sqrt2$, displaced in opposite directions.

\subsection{Repeated steps}

Sweeping over all pairs never lowers $L$, and $L$ is bounded by the constant in \eqref{eq:Loff}, so its values converge. This does not prove that the limit is the global maximum. When no pair can be improved, all $B$ vanish and no $A$ is positive. The gradient is then zero, but only the diagonal second derivatives, one for each pair, have been examined.

In the present model the global maximum is known. Let $w_i=u_i^2$ be the $s$ weight of orbital $i$, with $\sum_iw_i=1$. Since $a_i^2+b_i^2=1-w_i$, \eqref{eq:xij} gives
\begin{equation}
L=\sum_i2w_i(1-w_i)=2\Bigl(1-\sum_iw_i^2\Bigr)=\frac43-2\sum_i\delta_i^2,\qquad \delta_i=w_i-\tfrac13 .
\label{eq:Lw}
\end{equation}
The maximum $\frac43\,\ell^2$ requires equal weights. A pair step conserves $w_p+w_q$ and minimizes $w_p^2+w_q^2$, so it makes the two weights equal. Equality can be reached because a quarter turn exchanges the weights continuously. In the worked pair they change from $0.4444$ and $0.1111$ to $0.2778$ each.

Suppose a sweep in the order $(1,2),(1,3),(2,3)$ begins with errors $(-2\epsilon,\epsilon,\epsilon)$, the form left by a preceding step $(2,3)$. Successive averaging gives
\begin{equation}
\Bigl(-\frac\epsilon2,-\frac\epsilon2,\epsilon\Bigr)\to
\Bigl(\frac\epsilon4,-\frac\epsilon2,\frac\epsilon4\Bigr)\to
\Bigl(\frac\epsilon4,-\frac\epsilon8,-\frac\epsilon8\Bigr),
\end{equation}
which is $-\frac18$ times the initial errors. Convergence is linear in this model, and by \eqref{eq:Lw} the deficit in $L$ falls by a factor $64$ per sweep. The computed weight errors of orbital 1, $-5.56\times10^{-2}$, $6.94\times10^{-3}$ and $-8.68\times10^{-4}$ after the first three sweeps, follow this law.

The limit consists of three equivalent hybrids. Their centroids lie at distance $\sqrt2\sqrt{1/3}\sqrt{2/3}=\frac23\,\ell$ from the centre. With signs chosen so that $u_i>0$, orthogonality requires $a_ia_j+b_ib_j=-\frac13$. Dividing by the squared length $\frac23$ gives a cosine of $-\frac12$, hence angles of $120^\circ$. The final spread is $3.6667\,\ell^2$, and off remains at $0.6667\,\ell^2$ because the projected $x$ and $y$ do not commute. A common rotation of all three hybrids in the plane leaves every $w_i$, and so $L$, unchanged. Their orientation is therefore set by the starting orbitals and the order of the steps, not by the functional.

\section*{Computed values}
\begin{verbatim}
Largest |off(formula) - off(numerical minimum)|, 4 matrices 5x5, 4 sets:
  Hermitian       1.4e-14
  general         5.7e-14
  real symmetric  7.1e-15
Worked pair (1,3); matrix elements in l, squares in l^2
  x_11, x_33, x_13 = [0.31427  0.31427  0.392837]
  y_11, y_33, y_13 = [ 0.628539 -0.31427  -0.157135]
  G_11, G_12, G_22 = [ 0.888889 -0.296296  0.716049]
  eigenvalues of real 2x2 G = [0.493827 1.111111]
  top eigenvector (x, y) = [ 0.8 -0.6]
  c = 0.948683, s = -0.316228, tan(theta) = -0.333333
  Boys A = -0.043210, B = -0.148148
  theta from G    = -18.434949 deg
  theta from Boys = -18.434949 deg
  theta by search = -18.4349 deg
  L before, after, gain = 1.185185, 1.296296, 0.111111
  off before, after = 0.814815, 0.703704
  pair part of off after = 0.246914
  spread before, after = 3.814815, 3.703704
  s weights before = [0.444444 0.444444 0.111111]
  s weights after  = [0.277778 0.444444 0.277778]
Pure s and px pair (squares in l^2)
  A = 0.500000, B = 0.000000, |theta| = 45.0000 deg
  L before, after = 0.000000, 1.000000
Sweeps (1,2),(1,3),(2,3): L in l^2, s weight of orbital 1 minus 1/3
  1: L = 1.3240740741, weight error = -5.555556e-02
  2: L = 1.3331886574, weight error = 6.944444e-03
  3: L = 1.3333310728, weight error = -8.680556e-04
  4: L = 1.3333332980, weight error = 1.085069e-04
  5: L = 1.3333333328, weight error = -1.356337e-05
  ratios of successive weight errors = [-0.125 -0.125 -0.125 -0.125]
Final L = 1.333333 l^2, off = 0.666667 l^2
Final spread = 3.666667 l^2
Centroid distances from the centre (l) = [0.666667 0.666667 0.666667]
Angles between centroids (deg) = [120. 120. 120.]
\end{verbatim}
